# Thermal resistance and melting temperature from two melting powers

## Problem

A phase-change memory cell is heated by a current pulse. Its melting power is the electrical power at which the hottest point of the cell just begins to melt. At an ambient temperature of 300 K the melting power is 300 µW; at 400 K it is 250 µW.

For a rough picture of the cell, take a hemisphere of uniform material. It is heated uniformly out to a radius $a=60$ nm, and at a radius $b=100$ nm it touches a heat sink held at the ambient temperature. No heat leaves through its flat face.

1. Estimate the thermal resistance and the melting temperature from the size of the cell, given a thermal conductivity of the order of 1 W/(m K).
2. Find both quantities from the two readings, assuming a constant thermal resistance, and predict the melting power at 350 K.
3. Compare the two answers, and decide how far the second can be trusted.

The pulse is taken to be long enough for the temperature to become steady, and all the measured power is taken to heat the cell. Latent heat does not enter: it is needed to move a melt front, not to bring a point up to the melting temperature.

## First estimate by scaling

Heat flowing through a hemisphere of radius $a$ crosses an area $2\pi a^2$. If the temperature rise $\Delta T$ falls off over a distance of about $a$, the gradient is about $\Delta T/a$, and Fourier's law gives

$$P\sim k\,(2\pi a^2)\,\frac{\Delta T}{a}=2\pi k a\,\Delta T .$$

The thermal resistance, which is the temperature rise per unit power, is therefore

$$R\sim\frac{1}{2\pi k a}=\frac{1}{2\pi(1\ \text{W/(m K)})(60\times10^{-9}\ \text{m})}\approx 2.7\times10^{6}\ \text{K/W}=2.7\ \text{K/µW}.$$

The first reading then puts the melting temperature near $300+2.65\times300\approx1100$ K, and the second near $400+2.65\times250\approx1060$ K. One material cannot have two melting temperatures, so this value of $R$ does not fit both readings. The demand that they agree is what fixes $R$.

## Solution from the two readings

If the conductivity does not depend on temperature, the steady heat equation is linear. Doubling the power, with the heating pattern unchanged, doubles the temperature rise everywhere. The hottest point is thus at $T=T_a+RP$, where $T_a$ is the ambient temperature and $R$ a constant. At the onset of melting $T=T_m$, so the two readings say

$$T_m=T_1+RP_1,\qquad T_m=T_2+RP_2 .$$

Setting the right-hand sides equal removes $T_m$:

$$T_1+RP_1=T_2+RP_2\quad\Rightarrow\quad R\,(P_1-P_2)=T_2-T_1,$$

$$R=\frac{T_2-T_1}{P_1-P_2}=\frac{100\ \text{K}}{50\ \text{µW}}=2\ \text{K/µW}=2\times10^{6}\ \text{K/W}.$$

The sign is right: a warmer cell needs less power, so numerator and denominator are both positive. Putting $R$ back into the first condition gives

$$T_m=T_1+\frac{T_2-T_1}{P_1-P_2}\,P_1=\frac{P_1T_2-P_2T_1}{P_1-P_2},$$

where the terms $T_1P_1$ have cancelled. In numbers,

$$T_m=300\ \text{K}+(2\ \text{K/µW})(300\ \text{µW})=900\ \text{K}\approx 627\ ^\circ\text{C}.$$

The second reading gives $400+2\times250=900$ K, as it must. At 350 K the predicted melting power is $(900-350)/2=275$ µW.

Solved for the power, the law reads $P=(T_m-T_a)/R$. Plotted against ambient temperature it is a straight line of slope $-1/R$, which reaches zero at $T_a=T_m$: a cell already at its melting temperature needs no heating to begin melting. The extraction extends this line from 400 K to 900 K, five times the width of the measured interval.

## Comparison of the two answers

The estimate of 2.65 K/µW is about a third above 2 K/µW. The hemisphere shows where the difference can come from. In steady state, the power crossing radius $r$ is the power released inside it. For $r<a$ this is $P\,r^3/a^3$, and for $r>a$ it is $P$. Fourier's law therefore gives

$$-\frac{dT}{dr}=\frac{P\,r}{2\pi k a^3}\quad(r<a),\qquad -\frac{dT}{dr}=\frac{P}{2\pi k r^2}\quad(r>a).$$

Integrating from the centre to $a$, and from $a$ to $b$,

$$T(0)-T(a)=\frac{P}{4\pi k a},\qquad T(a)-T_a=\frac{P}{2\pi k}\left(\frac1a-\frac1b\right).$$

The sum, divided by $P$, is the resistance seen by the centre:

$$R=\frac{1}{2\pi k}\left(\frac{3}{2a}-\frac1b\right).$$

The bracket is $0.025-0.010=0.015$ nm⁻¹, while the estimate used $1/a=0.0167$ nm⁻¹. Geometry thus lowers the estimate by a factor 0.90. The conductivity that gives this hemisphere the extracted resistance is

$$k=\frac{1.5\times10^{7}\ \text{m}^{-1}}{2\pi\,(2\times10^{6}\ \text{K/W})}=1.19\ \text{W/(m K)},$$

which accounts for the remaining factor, $1/1.19=0.84$. This $k$ is inferred from $R$, so it is no independent confirmation of it. The scaling estimate shows that the extracted $R$ has a reasonable size; the readings supply its value without any knowledge of $k$, $a$ or $b$.

## Errors in the readings

Both results divide by the small difference $P_1-P_2$. Suppose $P_1$ reads 1% high and $P_2$ reads 1% low. The difference becomes $303-247.5=55.5$ µW, so $R=1.80$ K/µW and $T_m=846$ K. With the errors reversed it is $297-252.5=44.5$ µW, so $R=2.25$ K/µW and $T_m=967$ K. Opposite errors of 1% in power thus move the melting temperature by 54 K one way and 67 K the other. A wider range of ambient temperatures would reduce this sensitivity.

Errors shared by both readings act differently.

- **A common factor.** If only 90% of each measured power heats the cell, the true powers are 270 and 225 µW. Then $R=100/45=2.22$ K/µW, but $T_m=300+(100/45)\times270=900$ K as before. The factor cancels in the product $RP$.
- **A common offset.** If 10 µW of each reading is lost elsewhere, the true powers are 290 and 240 µW. Their difference, and hence $R$, is unchanged, but $T_m=300+2\times290=880$ K.

## If the resistance is not constant

Two readings determine two unknowns and leave nothing over to test the assumption of constant $R$. To see what it is worth, let every conductivity in the cell vary by the same factor, $1+\beta(T-T_1)$, with $T_1=300$ K. Define

$$\theta=\int_{T_a}^{T}\left[1+\beta(T'-T_1)\right]dT' .$$

Since $\nabla\theta=[1+\beta(T-T_1)]\nabla T$, the heat flux is $-k_0\nabla\theta$, where $k_0$ is the conductivity at 300 K. So $\theta$ obeys the heat equation with constant conductivity and vanishes at the sink. At the hottest point it equals $R_0P$, where $R_0$ is the resistance for small heating at 300 K. At the onset of melting,

$$R_0P=(T_m-T_a)+\frac{\beta}{2}\left[(T_m-T_1)^2-(T_a-T_1)^2\right].$$

Subtracting the second reading from the first removes every term in $T_m$:

$$R_0(P_1-P_2)=(T_2-T_1)+\frac{\beta}{2}(T_2-T_1)^2 .$$

Take as an assumed example a conductivity that rises by 5% of its 300 K value per 100 K, so $\beta=5\times10^{-4}$ K⁻¹. The right-hand side is $100+2.5=102.5$ K, and $R_0=2.05$ K/µW. With $x=T_m-T_1$, the first reading gives $x+\beta x^2/2=R_0P_1=615$ K, whose positive root is

$$x=\frac{-1+\sqrt{1+2\beta R_0P_1}}{\beta}=\frac{-1+\sqrt{1.615}}{5\times10^{-4}\ \text{K}^{-1}}\approx542\ \text{K}.$$

The same two readings now imply $T_m\approx842$ K, which is 58 K lower. The reason is visible in the subtraction: the difference of the readings senses the conductivity between 300 and 400 K, while the rise to melting also depends on the better conduction at higher temperature. The mean resistance up to melting is $542/300=1.81$ K/µW, less than $R_0$. A conductivity that falls with temperature shifts $T_m$ upwards instead, and by more: with $\beta=-5\times10^{-4}$ K⁻¹ the same steps give $T_m\approx1012$ K, which is 112 K higher.

A third reading at 350 K would hardly reveal this. In $P(T_a)$ the curved term is $-\beta(T_a-T_1)^2/(2R_0)$. At 350 K it contains $(50\ \text{K})^2=2500$ K², whereas the straight line through the two readings has the average of 0 and $10^4$ K², which is 5000 K². The power therefore lies above the line by

$$\frac{\beta\,(2500\ \text{K}^2)}{2R_0}=0.30\ \text{µW},$$

about 0.1% of 275 µW. A good straight line between 300 and 400 K is weak evidence that $R$ stays constant up to melting.

## Other limits of the model

**Short pulses.** With a rough heat capacity $c=1.3$ J/(cm³ K), the slowest thermal time of the hemisphere is $b^2c/(\pi^2k)=1.1$ ns. It belongs to the temperature pattern $\sin(\pi r/b)/r$, which vanishes at the sink. Solving the time-dependent heat equation on a radial grid gives 99% of the steady rise at the centre after 5.0 ns, and a shortfall of 0.06 K after 10 ns. In this model, pulses of 10 ns or more count as steady up to the onset of melting. A shorter pulse, of the same length in both readings, lowers the rise by a common factor as long as $k$ and $c$ are constant. The extracted $R$ is then smaller than the steady value (1.25 K/µW for 1 ns), but $T_m$ is still 900 K.

**Late detection.** Suppose melting is noticed only when the front has reached $r=30$ nm, and that the melt changes neither the conduction nor the heating pattern. The argument then holds for that radius: $T_m$ is still 900 K, but $R=2$ K/µW belongs to the front. Inside the heated region the rise is proportional to $3/(2a)-r^2/(2a^3)-1/b$, which is 0.01500 nm⁻¹ at the centre and 0.01292 nm⁻¹ at 30 nm. At the first reading the centre is then at $300+600\times0.01500/0.01292\approx997$ K. This requires the front to have come to rest, which latent heat delays: with an assumed 600 J/cm³ the front is at about 28 nm after 10 ns and reaches 30 nm by 20 ns.

**Peltier heat.** A current $I$ crossing a hot contact releases or absorbs $S\,T_m I$, where $S$ is the difference of the Seebeck coefficients. Take $S=50$ µV/K and 1 V across the cell at the first reading, so that $I=300$ µA; both are rough assumed values. The Peltier heat is then 13.5 µW. At the second reading, with the same electrical resistance, the current is smaller by $\sqrt{250/300}$ and the heat is 12.3 µW. If this heat acts like the rest of the heating, adding it to both powers gives $T_m\approx913$ K, and subtracting it, for the opposite current, gives 887 K. The effect depends on where the contact lies. Heat released on a shell of radius $r$ counts with the weight $(1/r-1/b)/(3/(2a)-1/b)$, so the same heat gives 906 K and 894 K at $r=60$ nm, but 945 K and 847 K at $r=15$ nm.

**Real cells.** The numbers are in the rough range of mushroom-type cells, in which a narrow heater touches a layer of chalcogenide alloy: melting near 900 K and a resistance of some kelvins per microwatt. The uniform hemisphere is a crude picture of them. A real cell combines a heater, electrodes, an insulator and the alloy, whose conductivities differ and vary with temperature in different ways. Constant $R$ is therefore doubtful, and the shifts of 58 K and 112 K found above show what a modest variation can cause when all conductivities vary together. In the hemisphere, the same variation confined to $r<a$ shifts $T_m$ by $-16$ K and $+38$ K, and confined to $r>a$ by $-42$ K and $+71$ K. The heating pattern can change with ambient temperature too, because the electrical conductivities also depend on temperature. Take the hemisphere with constant $k$ and a true melting temperature of 900 K. If its heated radius were 61 nm instead of 60 nm at the second reading, the melting power there would be 257 µW instead of 250 µW, and the two readings would give 998 K. Switching such a cell to its high-resistance state also takes more than the onset power, because the melt must grow until it blocks the current path.

Numbers in the example were calculated in double precision.
